# Why one ternary diffusion profile cannot fix four composition-dependent diffusivities

**Two composition profiles are measured across a ternary diffusion couple, and each contains hundreds of points. Why can they not determine the four functions $D_{11}$, $D_{12}$, $D_{21}$ and $D_{22}$, even if the data are free of noise?**

**What the profile measures**

Consider a single-phase alloy with equal and constant partial molar volumes. Let $x_1,x_2$ be the independent mole fractions, with $x_3=1-x_1-x_2$. In the volume-fixed frame, with each molar flux multiplied by the molar volume,

$$J_i=-\sum_{j=1}^{2}D_{ij}(x_1,x_2)\,\frac{\partial x_j}{\partial z},\qquad \frac{\partial x_i}{\partial t}=-\frac{\partial J_i}{\partial z}.$$

The couple starts as a step at $z=0$, and its ends are so far away that they stay unchanged. The profile then depends on $\eta=z/\sqrt t$ alone. A prime denotes $d/d\eta$, so $\partial x/\partial t=-(\eta/2t)\,x'$ and $\partial x/\partial z=x'/\sqrt t$. Writing $x=(x_1,x_2)^T$ and cancelling $1/t$ gives

$$(D\,x')'=-\tfrac{\eta}{2}\,x' .$$

Integration from the left end, where the gradient vanishes, gives

$$D\,x'=F(\eta),\qquad F(\eta)=-\tfrac12\int_{-\infty}^{\eta}s\,x'(s)\,ds,\qquad J=-\frac{F}{\sqrt t}.$$

This is the Matano integral. Its right-hand side needs only the measured profile, so both fluxes are known everywhere. At each composition on the path, however, $D\,x'=F$ is two equations for four unknowns. More points along the profile do not help, because each new composition brings four new unknowns. A longer anneal does not help either: it stretches the profile in $z$ but leaves $x(\eta)$, and therefore the path in the $(x_1,x_2)$ plane, unchanged.

**The part of the matrix that the profile cannot see**

Suppose that $D$ and $D+\delta D$ give the same fluxes along the path. Subtracting the two flux equations leaves $\delta D\,x'=0$, so each row of $\delta D$ is perpendicular to the tangent $x'$. Where $x_1'\neq0$, let $p=dx_2/dx_1=x_2'/x_1'$ be the path slope. The vector

$$n=\begin{pmatrix}-p\\1\end{pmatrix},\qquad n^Tx'=-p\,x_1'+x_2'=0,$$

is normal to the path. In a plane every vector perpendicular to $x'$ is a multiple of $n$, so row $i$ of $\delta D$ is $u_in^T$ and

$$D^{\rm new}=D+u\,n^T,$$

with two arbitrary functions $u_1,u_2$. Physically, the couple never applies a gradient along $n$, so it cannot reveal the response to one.

For this to describe a material, $D^{\rm new}$ must be a function of composition and not of position. If $x_1$ varies monotonically through the couple, $p$ can be written as $p(x_1)$ and used at every $x_2$; $u$ may be any smooth function of composition. The old profile then satisfies the new diffusion equation with the same initial step.

The new matrix must also have eigenvalues with positive real parts. A small ripple of wavenumber $k$ on a uniform alloy evolves as $e^{-\lambda k^2t}$ for an eigenvalue $\lambda$, so a negative real part would make short ripples grow without limit.

One choice is $u=(-D_{12},0)^T$. Multiplying out $u\,n^T$ gives

$$D_{12}^{\rm new}=0,\qquad D_{11}^{\rm new}=D_{11}+p\,D_{12},$$

with the second row unchanged. If the eigenvalues stay positive, the profile cannot even tell whether the cross coefficient $D_{12}$ exists.

The same trick fails for $D_{21}$ if $x_2$ has an extremum along the path. Setting $D_{21}$ to zero needs $u_2=D_{21}/p$, which diverges at the extremum, where $p=0$, unless $D_{21}$ vanishes there. At that point $D\,x'=F$ reduces to

$$D_{11}=\frac{F_1}{x_1'},\qquad D_{21}=\frac{F_2}{x_1'} .$$

The profile thus determines two combinations of coefficients everywhere, and at an extremum these combinations are individual coefficients.

**Does Onsager symmetry remove the freedom?**

Let $g$ be the molar free energy divided by $RT$, and let $G$ be its matrix of second derivatives with respect to $x_1,x_2$. Since $\partial g/\partial x_i=(\mu_i-\mu_3)/RT$, the driving forces are $-G\,\partial x/\partial z$. Then $J=-LG\,\partial x/\partial z$ and $D=LG$, where Onsager reciprocity makes $L$ symmetric and the second law makes it positive. In a stable phase $G$ is positive as well.

Assume that $G$ is known. The hidden change in $L$ is

$$\delta L=u\,n^TG^{-1}=u\,m^T,\qquad m=G^{-1}n,$$

because $G^{-1}$ is symmetric. Symmetry of $\delta L$ requires $u_1m_2=u_2m_1$, so $u=\beta m$ with a scalar $\beta$. Hence

$$L^{\rm new}=L+\beta\,m\,m^T,\qquad D^{\rm new}=D+\beta\,m\,n^T .$$

Reciprocity removes one free function and leaves the other, $\beta(x_1,x_2)$. Entropy production cannot settle it, since forces and fluxes on the path are both unchanged.

The second law limits $\beta$ on one side. Consider the matrix $I+\beta L^{-1}m\,m^T$. It leaves a vector perpendicular to $m$ unchanged and multiplies $L^{-1}m$ by $1+\beta\,m^TL^{-1}m$. Its determinant is the product of these two factors, so

$$\det L^{\rm new}=\det L\,\left(1+\beta\,m^TL^{-1}m\right).$$

As $\beta$ decreases from zero, both eigenvalues of $L^{\rm new}$ stay positive until this determinant vanishes. The condition is therefore

$$\beta>-\frac{1}{m^TL^{-1}m}.$$

The second law sets no upper limit, because $\beta(m^Tv)^2\ge0$ for any vector $v$ when $\beta\ge0$. Every allowed $D^{\rm new}$ has positive eigenvalues, since $L^{\rm new}G$ is similar to the positive symmetric matrix $G^{1/2}L^{\rm new}G^{1/2}$.

**A model alloy in numbers**

Take an ideal solution with constant tracer diffusivities $D_1^*=10$, $D_2^*=1$ and $D_3^*=4$ µm²/h, and neglect vacancy-wind corrections. Relative to the lattice, component $k$ has flux $-D_k^*\,\partial x_k/\partial z$. Passing to the volume-fixed frame subtracts $x_i$ times the sum of the three lattice fluxes:

$$J_i=-D_i^*\frac{\partial x_i}{\partial z}+x_i\sum_{k=1}^{3}D_k^*\frac{\partial x_k}{\partial z}.$$

Eliminating $\partial x_3/\partial z=-\partial x_1/\partial z-\partial x_2/\partial z$ gives the Darken matrix

$$D_{ij}=\delta_{ij}D_i^*-x_i(D_j^*-D_3^*).$$

The couple joins $(x_1,x_2)=(0.50,0.25)$ to $(0.10,0.25)$ for 25 h. A collocation solution of the similarity equation supplies the profile and $p(x_1)$. Although $x_2$ is equal at the two ends, it ranges from 0.234 to 0.267 in between, because the gradient of $x_1$ drives component 2.

At $(0.2999,0.2480)$ the Darken coefficients, in µm²/h, are

$$D_{11}=10-6x_1=8.20,\quad D_{12}=3x_1=0.900,$$
$$D_{21}=-6x_2=-1.488,\quad D_{22}=1+3x_2=1.744 .$$

The path slope there is $p=0.2592$. Removing $D_{12}$ changes $D_{11}$ to $8.201+0.2592\times0.900=8.434$ µm²/h.

For the Onsager-symmetric alternative, the ideal free energy gives $G_{ij}=\delta_{ij}/x_i+1/x_3$, whose inverse is $(G^{-1})_{ij}=\delta_{ij}x_i-x_ix_j$. Therefore

$$m_1=-p\,x_1(1-x_1)-x_1x_2=-0.129,$$
$$m_2=p\,x_1x_2+x_2(1-x_2)=0.206 .$$

With $\beta=10$ µm²/h, the added matrix $\beta\,m\,n^T$ has first row $(0.33,-1.29)$ and second row $(-0.53,2.06)$ µm²/h. The three materials at this composition are, in µm²/h:

| Material | $D_{11}$ | $D_{12}$ | $D_{21}$ | $D_{22}$ |
|---|---|---|---|---|
| Darken | 8.201 | 0.900 | −1.488 | 1.744 |
| $D_{12}$ removed | 8.434 | 0 | −1.488 | 1.744 |
| Onsager alternative | 8.535 | −0.388 | −2.021 | 3.802 |

The local gradients of $x_1$ and $x_2$ are $-7.695$ and $-1.995$ mm⁻¹. Since 1 µm²/h times 1 mm⁻¹ is 1 nm/h, the Darken fluxes are

$$J_1=8.201\times7.695+0.900\times1.995=64.9\ \text{nm/h},$$
$$J_2=-1.488\times7.695+1.744\times1.995=-7.97\ \text{nm/h}.$$

The Onsager alternative gives

$$J_1=8.535\times7.695-0.388\times1.995=64.9\ \text{nm/h},$$
$$J_2=-2.021\times7.695+3.802\times1.995=-7.97\ \text{nm/h}.$$

With $D_{12}$ removed, $J_1=8.434\times7.695=64.9$ nm/h, and $J_2$ has the Darken value because the second row is unchanged. The fluxes agree although $D_{12}$ is positive, zero or negative and $D_{22}$ differs by a factor of 2.2. In SI units, $D_{22}$ is $4.84\times10^{-16}$ m²/s in the Darken material and $1.06\times10^{-15}$ m²/s in the Onsager alternative.

The agreement extends to the whole evolution. A finite-volume calculation started each material from the initial step, without assuming similarity. With 0.5 µm cells, the largest deviation from the Darken similarity profile after 25 h was below $10^{-5}$ in mole fraction for all three. It was about four times larger with 1 µm cells, so it behaves as grid error.

Reciprocity would exclude the second material if the ideal thermodynamics were known: its $L_{12}=-0.627$ and $L_{21}=-0.442$ µm²/h differ. It does not exclude the third, for which both are $-0.707$ µm²/h.

The lower limit of $\beta$ at the sample composition is $-9.76$ µm²/h. At that limit $D_{22}=1.744-9.76\times0.2058$, or about $-0.26$ µm²/h, and one eigenvalue of $D$ is zero. The second law alone therefore does not force $D_{22}$ to be positive in this family. An atomic picture is stricter. For the ideal solution, every symmetric $L$ can be written in the Darken form with three effective tracer diffusivities, given by $D_2^*=D_{22}-(x_2/x_1)D_{12}$, $D_3^*=D_2^*+D_{12}/x_1$ and $D_1^*=D_3^*-D_{21}/x_2$. In that form $D_{22}=(1-x_2)D_2^*+x_2D_3^*$, so a negative $D_{22}$ needs a negative tracer diffusivity. At the sample composition $D_2^*=1+0.312\beta$ and $D_3^*=4-0.117\beta$, so positive values require about $-3.2<\beta<34$ µm²/h, and $D_{22}$ then lies between 1.1 and 8.8 µm²/h. The Onsager alternative with $\beta=10$ µm²/h is inside this range, with local tracer diffusivities 10.98, 4.12 and 2.83 µm²/h.

By contrast, at the minimum of $x_2$, located at $(0.211,0.234)$, the profile alone gives $D_{11}=8.73$ and $D_{21}=-1.41$ µm²/h. All three materials share these values.

**What supplies the missing information**

A second couple whose path crosses the first applies a gradient in another direction. At the crossing composition, with couples $a$ and $b$,

$$D=\begin{pmatrix}F_a&F_b\end{pmatrix}\begin{pmatrix}x_a'&x_b'\end{pmatrix}^{-1}.$$

The inverse exists if the tangents are not parallel. The determinant of the gradient matrix $\begin{pmatrix}x_a'&x_b'\end{pmatrix}$ is proportional to the sine of the crossing angle, so nearly parallel paths amplify measurement errors.

In the model, a couple from $(0.30,0.40)$ to $(0.30,0.10)$ crosses the first path at the sample composition, at an angle of 80° in the $(x_1,x_2)$ plane. The two Darken profiles together return all four Darken coefficients. The second couple also separates the materials: after 25 h its mole fractions differ from the Darken result by up to 0.008 with $D_{12}$ removed, and by up to 0.030 for the Onsager alternative. The full matrix is obtained at the crossing composition, not along the rest of either path.

A constant matrix is a different case. The same four numbers then apply at every $\eta$, and a curved path supplies the second tangent itself. For constant coefficients 8.20, 0.90, −1.50 and 1.75 µm²/h, the profile is a sum of error functions. A least-squares solution of $D\,x'=F$ along the curved path between the first couple's end compositions returns all four. If the end compositions differ along an eigenvector of $D$, the path is straight, every tangent is parallel, and the ambiguity returns.

Even on a curved path, it is the assumption of constancy that selects the answer, because composition-dependent matrices $D+u\,n^T$ still reproduce the same profile. A unique fit of assumed functions to one profile must likewise owe its uniqueness to the chosen functions, since the flux data leave $u$ free.
